Conductivity of a thin elliptical wire with diffuse walls

QUESTION

I am estimating the resistance of a very narrow copper line whose cross-section is close to an ellipse with semi-axes a and b, b being the smaller. The walls scatter diffusely, and the bulk mean free path λ is much longer than the wire is wide. I was given this formula for the conductivity relative to bulk:

σ/σ0 → 4bK(e)/(πλ)

Here K is the complete elliptic integral and e the eccentricity. I tried to expand the factor 1 − exp(−L/λ) in the kinetic integral, where L is the distance back to the wall. But L becomes arbitrarily long for electrons moving nearly along the wire, so L/λ is not small there. Why is the expansion allowed, and where does K come from? And can I use the formula for a core 10 nm wide and 5 nm high at room temperature, with λ about 40 nm?

ANSWER

The formula is right as a leading term when a/λ → 0 at fixed shape. Both sides then vanish, so "tends to" means that their ratio tends to 1. I assume a spherical Fermi surface, an isotropic λ, a weak steady field along the wire and fully diffuse walls. The convention for K is

K(e) = ∫₀^{π/2} dt/√(1 − e² sin²t), e² = 1 − b²/a².

Many numerical routines expect e² as their argument, not e.

The kinetic integral

Let θ be the angle between the velocity and the wire axis, F the force along the axis, f0 the equilibrium distribution and ε the energy. Write the deviation from equilibrium as

δf = (−∂f0/∂ε) F cosθ · g.

Along a straight path of length l, the linearized Boltzmann equation becomes

dg/dl = 1 − g/λ.

An electron leaving a diffuse wall has lost its drift, so g = 0 there. At distance L from the wall,

g = λ[1 − exp(−L/λ)].

The current carries one more factor cosθ from the velocity. In the bulk g = λ, and the integral of cos²θ over solid angle is 4π/3. Dividing by the bulk current and averaging over the area A = πab gives

σ/σ0 = (3/(4πA)) ∫dA ∫dΩ cos²θ [1 − exp(−L/λ)].

Why the expansion is allowed

Let s be the distance back to the wall measured within the cross-section, so that L = s/sinθ. The solid angle dΩ = sinθ dθ dφ supplies a factor sinθ. Since 1 − exp(−y) ≤ y for y ≥ 0,

sinθ cos²θ [1 − exp(−s/(λ sinθ))] ≤ (s/λ) cos²θ.

The right side has no singularity. Divide both sides by a/λ: the bound is then a fixed integrable function, and the left side approaches it at every θ other than 0 and π. Dominated convergence therefore lets us integrate the linear term. The long paths exist, but they fill too little solid angle to spoil the leading order. With ∫₀^π cos²θ dθ = π/2,

σ/σ0 → (3/(4πAλ)) (π/2) ∫dφ ∫dA s = (3/(8Aλ)) ∫dφ ∫dA s.

Where K comes from

Fix the direction φ in the cross-section, measured from the long axis. Set x = aX and y = bY, which turns the ellipse into a unit disc, with dA = ab dX dY. A segment of length s becomes one of length

S = s √(cos²φ/a² + sin²φ/b²).

In the disc, sort the points by parallel chords at offset p, with length c = 2√(1 − p²). Along each chord S runs from 0 to c, which contributes c²/2. Hence

∫dX dY S = ∫₋₁¹ 2(1 − p²) dp = 8/3.

Returning to the ellipse,

∫dA s = (8/3) ab/√(cos²φ/a² + sin²φ/b²) = (8/3) a²b²/√(b² cos²φ + a² sin²φ).

The expression under the last root is a²(1 − e² cos²φ). Each quarter turn of φ gives K(e)/a, after t = π/2 − φ in the first quarter and by symmetry in the others. Therefore

∫dφ ∫dA s = (8/3) a²b² · 4K(e)/a = (32/3) ab² K(e),

σ/σ0 → (3/(8πabλ)) (32/3) ab² K(e) = 4bK(e)/(πλ).

For a circle K(0) = π/2, and the result is 2b/λ, the diameter over the mean free path. For other shapes, Gauss's identity for K gives the equivalent form 2ab/(λM), where M is the arithmetic-geometric mean of a and b. Since M ≥ √(ab), an ellipse cannot exceed the value 2√(ab)/λ of the circle with the same area, in this limit.

How large is the error?

Your worry about long paths returns in the next term, as a logarithm. Put x = s/λ and define the polar integral

P(x) = 2∫₀^{π/2} sinθ cos²θ [1 − exp(−x/sinθ)] dθ.

It has P(0) = 0 and P′(0) = π/2. Differentiate twice and substitute w = 1/sinθ:

P″(x) = −2∫₁^∞ [√(w² − 1)/w²] exp(−xw) dw.

Split the bracket into 1/w and a remainder. For small x the 1/w part gives −ln x − γ, with γ = 0.577 Euler's constant. The remainder can be integrated at x = 0:

[ln(w + √(w² − 1)) − √(w² − 1)/w − ln w]₁^∞ = ln 2 − 1.

So P″ ≈ 2 ln x + 2γ + 2 − 2 ln 2. The double integral of ln x is (x²/2) ln x − 3x²/4, and therefore

P(x) ≈ πx/2 − x²[ln(1/x) + 1/2 − γ + ln 2].

Now average the second term over the ellipse. A disc direction t is stretched by D = √(a² cos²t + b² sin²t), so s = DS. Comparing sector areas gives D² dφ = ab dt. The factors D² cancel:

∫dφ ∫dA s²(…) = a²b² ∫dt ∫dX dY S²(…).

Two logarithmic averages are needed.

First, ln S with weight S². With p = sinα, a chord has c = 2 cosα, and

∫dX dY S² = ∫(c³/3) dp = (8/3)∫cos⁴α dα = π.

Also ∫₀^c S² ln S dS = (c³/3)(ln c − 1/3). We therefore need the mean of ln cosα with weight cos⁴α. Let Iₙ = ∫cosⁿα dα, which obeys Iₙ = ((n − 1)/n) Iₙ₋₂. The logarithmic derivative with respect to n raises the mean by 1/(n − 1) − 1/n at each step of two. Starting from −ln 2 at n = 0, the mean at n = 4 is −ln 2 + 1/2 + 1/12. So the mean of ln S is

ln 2 + (7/12 − ln 2) − 1/3 = 1/4.

Second, ln D with uniform weight in t. Since D = |a cos t + ib sin t|,

D = ((a + b)/2) |1 + q exp(−2it)|, q = (a − b)/(a + b) < 1.

The power series of ln(1 + q exp(−2it)) has no constant term, so the mean of ln D is ln((a + b)/2).

The integral of the second term is thus 2π²a²b² times the averaged bracket, with prefactor −3/(4πAλ²). Altogether,

σ/σ0 ≈ 4bK/(πλ) − (3ab/(2λ²)) [ln(4λ/(a + b)) + 1/4 − γ].

Relative to the leading term, the correction is (3πa/(8Kλ)) times the bracket. For a given, moderately flat shape, the longer semi-axis must therefore be small against λ; a small b/λ is not enough by itself. As a case of failure, take a = 10λ and b = 0.05λ. The formula gives 0.43, while numerical quadrature of the full kinetic integral gives 0.19.

Your wire

Here a = 5 nm, b = 2.5 nm, e = 0.866 and K = 2.157. The limit is

4 × 2.5 × 2.157/(π × 40) = 0.172,

and the next term is

−(3 × 5 × 2.5/(2 × 40²)) [ln(160/7.5) + 0.25 − 0.577] = −0.032.

The sum is 0.140, and quadrature of the full integral gives 0.139. The bare limit is thus 24% above the full value: good for a first estimate, but worth correcting. With the 2:1 shape held fixed, the full value divided by the limit is 0.81 at λ/a = 8 (your case), 0.93 at 30, 0.97 at 100 and 0.996 at 1000.

For a resistivity, use σ0 = ne²λ/(ħk_F) with k_F = (3π²n)^{1/3}. The factor λ cancels in the limit:

σ → (ne²/(ħk_F)) · 4bK/π.

The walls alone then set the effective path, 4bK/π = 6.9 nm. With a rough copper density n = 8.5 × 10²⁸ m⁻³, k_F is 13.6 nm⁻¹. The bulk resistivity is 1.64 μΩ cm, the wire's limiting value is 9.6 μΩ cm, and the full integral gives 11.8 μΩ cm.

Cooling shows the same cancellation. If λ rises to 300 nm, a rough value for copper near 77 K, the model's bulk resistivity falls to 0.22 μΩ cm, but the wire's falls only to 10.0 μΩ cm. This keeps scattering isotropic; near 77 K phonon scattering is partly small-angle, and a small deflection already sends a near-axial electron to the wall, so the temperature-dependent part in a real wire can be larger. Heating from 298 K to 378 K, with λ taken proportional to 1/T, raises the bulk value by 27% and the wire's by 4%. A Bloch–Grüneisen law with a Debye temperature of 320 to 343 K, closer to real copper, gives about 30% and 5%.

Beside a real copper line

The λ and n used here are typical of copper, but a 10 nm by 5 nm core is very small for a copper interconnect, and real cores are closer to trapezoids than ellipses. Real lines also have grain boundaries and may have partly specular walls. To size the first, I multiplied the scattering rate by 1 + α/|cosθ|, the Mayadas–Shatzkes form, with α = (λ/G)R/(1 − R). An assumed grain size G = 10 nm and boundary reflection R = 0.3 give α = 1.71. The full integral then drops from 0.139 to 0.107, and the resistivity rises from 11.8 to 15.3 μΩ cm. In the other direction, if 20% of wall hits are specular, following the reflected paths numerically raises the conductivity by a factor of 1.43 in the thin limit and about 1.31 at λ = 40 nm. Each effect is comparable to the error of the limit (−23% and +31% in conductivity, against +24%), and the two act in opposite directions, so R and the specular fraction need to be known before the last few per cent matter.

Two further assumptions remain. A wire with hard walls has about Ak_F²/(4π) = 578 transverse modes per spin direction, less a boundary term (perimeter × k_F/(4π)) of 26. That 4.5% indicates the scale of size quantization; it is not a computed change in conductivity. Copper's Fermi surface is also not a sphere, and I have not estimated that effect.
